# Sawtooth thermopower of a Coulomb-blockade island and its cotunnelling cut-off: a numerical check

```python
"""Thermopower of a metallic Coulomb-blockade island.
Result under test: sequential tunnelling gives S = -<Delta>/(2 e T), a sawtooth
of amplitude e/(4 C T) for kT << u; inelastic cotunnelling gives
S_co = -(4 pi^2/5)(k/e) kT (1/Ep - 1/Em) in the valleys and cuts the sawtooth off.
Symbols: u = e^2/(2C); ng = gate charge in units of e; Ep, Em = cost of adding,
removing an electron; a = hbar (GL+GR)/e^2; w = energy lost by the electron that
enters from the left lead. Inside functions energies are in units of kT.
Conductances are in units of Gs = GL GR/(GL+GR) unless a unit is printed.
"""
import numpy as np
from scipy.constants import e, hbar, k
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit


def sequential(u, ng, nmax=5):
    """Derived formula: conductance/Gs and mean addition energy."""
    n = np.arange(-nmax, nmax + 1)
    U = u * (n - ng) ** 2
    delta = np.diff(U)
    size = np.maximum(np.abs(delta), 1e-12)
    top = np.maximum(U[:-1], U[1:])
    factor = size / (-np.expm1(-size))
    weight = np.exp(-(top - top.min())) * factor
    mean = np.sum(weight * delta) / np.sum(weight)
    Z = np.sum(np.exp(-(U - U.min())))
    return np.sum(weight) * np.exp(-(top.min() - U.min())) / Z, mean


X = np.arange(-60, 60.01, 0.05)
ZC = X + 1j * np.pi
HC = -ZC**2 / (4 * np.cosh(X / 2) ** 2)   # w^2/(4 sinh^2(w/2)) on shifted line


def finite_part(function):
    """Finite part of the integral of h(w)*function(w) over real w."""
    return 0.05 * np.sum(HC * function(ZC)).real


def cotunnel(Ep, Em):
    """Integral of h A^2 and mean w, poles removed."""
    def A2(w):
        return (1 / (Ep - w) + 1 / (Em + w)) ** 2
    total = finite_part(A2)
    return total, finite_part(lambda w: w * A2(w)) / total


def combined(u, ng, a):
    gs, ms = sequential(u, ng)
    integral, mc = cotunnel(u * (1 - 2 * ng), u * (1 + 2 * ng))
    gc = a * integral / (2 * np.pi)
    return gs, ms, gc, mc, (gs * ms + gc * mc) / (gs + gc)


# --- Test: master equation with rates from quadrature, three temperatures
def master_current(u, ng, gl, gr, mu, TL, TI):
    n = np.arange(-4, 5)
    delta = np.diff(u * (n - ng) ** 2)
    eps = np.arange(-80, 80, 0.1)[None, :]
    d = delta[:, None]
    isl = expit(-(eps - d) / TI)
    isl_empty = expit((eps - d) / TI)
    inL = gl * 0.1 * np.sum(expit(-(eps - mu) / TL) * isl_empty, axis=1)
    outL = gl * 0.1 * np.sum(expit((eps - mu) / TL) * isl, axis=1)
    inR = gr * 0.1 * np.sum(expit(-eps) * isl_empty, axis=1)
    outR = gr * 0.1 * np.sum(expit(eps) * isl, axis=1)
    P = np.concatenate(([1.0], np.cumprod((inL + inR) / (outL + outR))))
    P /= P.sum()
    return np.sum(P[:-1] * inL - P[1:] * outL)


s = 1e-3
master_S = []
for follow in (0.0, 1.0):          # island stays cold, or follows hot lead
    args = (3.0, 0.2, 1.0, 3.0)
    Imu = (master_current(*args, s, 1, 1) - master_current(*args, -s, 1, 1)) / (2*s)
    IT = (master_current(*args, 0, 1 + s, 1 + follow * s)
          - master_current(*args, 0, 1 - s, 1 - follow * s)) / (2 * s)
    master_S.append(-IT / Imu)
g_test, m_test = sequential(3.0, 0.2, nmax=4)
assert abs(Imu / (0.75 * g_test) - 1) < 1e-4
assert max(abs(x + m_test / 2) for x in master_S) < 1e-4

# --- Test: sawtooth amplitude and rounding of its maximum
def sequential_max(u):
    return max(-sequential(u, -x)[1] for x in np.geomspace(1e-4, 0.45, 2000)) \
        if False else max(sequential(u, x)[1] for x in np.geomspace(1e-4, 0.45, 2000))


def rounded_max(u):
    return u * np.sqrt(1 - 1 / u) - np.arccosh(np.sqrt(u))


assert 0.99 < sequential_max(2000.0) / 2000.0 < 1.0
# the estimate drops the ratio of prefactors Ep/Em, a correction of order 1/u
assert abs(rounded_max(25.0) / sequential_max(25.0) - 1) < 0.02

# --- Test: the two orders of cotunnelling add (fermionic diagonalization)
lower, parity, one = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
ops = []
for j in range(4):
    M = np.eye(1)
    for i in range(4):
        M = np.kron(M, parity if i < j else (lower if i == j else one))
    ops.append(M)
num = [c.T @ c for c in ops]
energy = [0.7, 0.3, -0.2, 0.2]     # left, island empty, island filled, right
Ep0, Em0, t = 5.0, 8.0, 0.01
n_island = np.diag(num[1] + num[2])
charge = np.where(n_island > 1.5, Ep0, np.where(n_island < 0.5, Em0, 0.0))
H = sum(x * m for x, m in zip(energy, num)) + np.diag(charge)
hop = ops[1].T @ ops[0] + ops[3].T @ ops[2]
H = H + t * (hop + hop.T)
block = [0b1010, 0b0110, 0b1001, 0b0101]
levels = np.linalg.eigvalsh(H[np.ix_(block, block)])
w0 = energy[0] - energy[1]
amplitude = (levels[1] - levels[0]) / (2 * t**2)
assert abs(amplitude / (1 / (Ep0 - w0) + 1 / (Em0 + w0)) - 1) < 1e-3

# --- Test: cotunnelling from the triple energy sum, three temperatures
grid = np.arange(-25, 25.01, 0.7)
e1, e2, e3 = np.meshgrid(grid, grid, grid, indexing="ij", sparse=True)
e4 = e1 + e3 - e2
loss = e1 - e2
keep = np.abs(loss) < 25           # outside, thermal weight is negligible
safe = np.where(keep, loss, 0.0)
EP, EM = 32.0, 60.0
AMP2 = np.where(keep, (1 / (EP - safe) + 1 / (EM + safe)) ** 2, 0.0)


def transfer(mu_from, T_from, mu_to, T_to, TI):
    occ = expit(-(e1 - mu_from) / T_from) * expit(e2 / TI) * expit(-e3 / TI)
    return 0.7**3 * np.sum(AMP2 * occ * expit((e4 - mu_to) / T_to))


def co_current(mu, TL, TI):
    return transfer(mu, TL, 0, 1, TI) - transfer(0, 1, mu, TL, TI)


co_mu = (co_current(s, 1, 1) - co_current(-s, 1, 1)) / (2 * s)
co_int, co_mean = cotunnel(EP, EM)
assert abs(co_mu / co_int - 1) < 1e-4
for follow in (0.0, 1.0):
    co_T = (co_current(0, 1 + s, 1 + follow * s)
            - co_current(0, 1 - s, 1 - follow * s)) / (2 * s)
    assert abs((co_T / co_mu) / (co_mean / 2) - 1) < 1e-3

# --- Test: lifetime-broadened pole = sequential rate + finite part
def h_real(w):
    return 1.0 if abs(w) < 1e-9 else w**2 / (4 * np.sinh(w / 2) ** 2)


E0, aL, aR = 6.0, 1e-3, 1e-3
half_width = (aL + aR) * E0 / (1 - np.exp(-E0)) / 2
edges = [-60, -10, 0, E0 - 1, E0 - 0.1, E0 - 0.01, E0,
         E0 + 0.01, E0 + 0.1, E0 + 1, 20, 60]
broad = sum(quad(lambda w: h_real(w) / ((w - E0)**2 + half_width**2), lo, hi,
                 epsabs=1e-10, epsrel=1e-10, limit=200)[0]
            for lo, hi in zip(edges[:-1], edges[1:]))
seq_rate = aL * aR / (aL + aR) * E0 / np.expm1(E0)
pole_rest = broad - seq_rate * 2 * np.pi / (aL * aR)
pole_fp = finite_part(lambda w: 1 / (w - E0) ** 2)
# remaining difference is of first order in the width
assert abs(pole_rest / pole_fp - 1) < 0.02

# --- Test: low-temperature cotunnelling formulas
big_int, big_mean = cotunnel(3000.0, 5000.0)
assert abs(big_int / (2*np.pi**2/3 * (1/3000 + 1/5000)**2) - 1) < 1e-4
assert abs(big_mean / (8*np.pi**2/5 * (1/3000 - 1/5000)) - 1) < 1e-4

# --- Worked example
C, T, GL, GR = 0.5e-15, 0.08, 2e-6, 2e-6
u = e**2 / (2 * C) / (k * T)
a = hbar * (GL + GR) / e**2
Gs = GL * GR / (GL + GR)
unit = k / (2 * e) * 1e6           # thermopower in uV/K per unit mean energy
ideal = e / (4 * C * T) * 1e6
assert abs(ideal / (unit * u) - 1) < 1e-10


def total_max(u, a):
    ys = np.linspace(6.5, u, 500)
    vals = [combined(u, (1 - y / u) / 2, a)[4] for y in ys]
    i = int(np.argmax(vals))
    assert 0 < i < len(ys) - 1     # a true interior maximum
    return vals[i], ys[i]


def crossing(u, a):
    def f(y):
        r = combined(u, (1 - y / u) / 2, a)
        return np.log(r[0] / r[2])
    return brentq(f, 6.5, 0.95 * u)


seq_max = sequential_max(u)
tot_max, y_max = total_max(u, a)
y_cross = crossing(u, a)
y_log = y_full = 10.0
for _ in range(200):
    y_log = np.log(3 * y_log**3 / (np.pi * a))
    y_full = np.log(3*y_full / (np.pi*a*(1/y_full + 1/(2*u - y_full))**2))
# leading-order formula omits corrections of order (kT/Ep)^2 to G_co
assert abs(y_full / y_cross - 1) < 0.05
max_2u, y_2u = total_max(2 * u, a)
max_weak, y_weak = total_max(2 * u, a / 100)
assert tot_max < 0.5 * seq_max
assert abs(max_2u / tot_max - 1) < 0.10
assert sequential_max(2 * u) / seq_max > 1.9
assert 4.6 < max_weak - max_2u < 7.5
row = combined(u, 0.05, a)
assert abs(row[4] / row[3] - 1) < 0.05

print(f"capacitance C = {C*1e15:.2f} fF, temperature T = {T:.3f} K")
print(f"G_L = {GL*1e6:.2f} uS, G_R = {GR*1e6:.2f} uS, G_s = {Gs*1e6:.2f} uS")
print(f"u = e^2/2C = {u*k*T/e*1e6:.2f} ueV; u/kT = {u:.3f}")
print(f"kT = {k*T/e*1e6:.3f} ueV; k/2e = {unit:.3f} uV/K")
print(f"a = hbar(G_L+G_R)/e^2 = {a:.5f}; a*u/kT = {a*u:.3f}")
print(f"ideal sawtooth amplitude e/(4CT) = {ideal:.1f} uV/K")
print(f"rounded sequential maximum |S| = {unit*seq_max:.1f} uV/K")
print(f"closed estimate of that maximum = {unit*rounded_max(u):.1f} uV/K")
print("columns: n_g, Ep/kT, Em/kT, G_seq (nS), G_co (nS),")
print("         S_seq, S_co, S_total (uV/K)")
for ng in (0.05, 0.10, 0.15, 0.20, 0.25, 0.30, 0.35):
    gs, ms, gc, mc, mt = combined(u, ng, a)
    print(f"{ng:.2f} {u*(1-2*ng):6.2f} {u*(1+2*ng):6.2f} {gs*Gs*1e9:.3e} "
          f"{gc*Gs*1e9:.3e} {-unit*ms:8.2f} {-unit*mc:7.2f} {-unit*mt:8.2f}")
Ep1, Em1 = 0.8 * u, 1.2 * u
lead_S = -unit * 8 * np.pi**2 / 5 * (1 / Ep1 - 1 / Em1)
lead_G = np.pi * a / 3 * (1 / Ep1 + 1 / Em1)**2 * Gs * 1e9
print(f"leading formulas at n_g=0.10: S_co = {lead_S:.2f} uV/K, "
      f"G_co = {lead_G:.3e} nS")
print(f"G_seq = G_co at Ep/kT = {y_cross:.2f}")
print(f"leading-order crossover with Em kept: Ep/kT = {y_full:.2f}")
print(f"logarithmic estimate without Em: Ep/kT = {y_log:.2f}")
print(f"maximum total |S| = {unit*tot_max:.1f} uV/K at Ep/kT = {y_max:.2f}")
print(f"ratio to e/(4CT) = {unit*tot_max/ideal:.3f}")
print(f"u doubled: e/(4CT) = {2*ideal:.1f} uV/K, maximum total |S| = "
      f"{unit*max_2u:.1f} uV/K at Ep/kT = {y_2u:.2f}")
print(f"u doubled, G_L and G_R / 100: maximum total |S| = "
      f"{unit*max_weak:.1f} uV/K at Ep/kT = {y_weak:.2f}")
print(f"master equation test: S = {master_S[0]:.6f} k/e (island cold), "
      f"{master_S[1]:.6f} k/e (island hot)")
print(f"formula for the same case: S = {-m_test/2:.6f} k/e")
print(f"pole test: broadened remainder {pole_rest:.5f}, "
      f"finite part {pole_fp:.5f} (units of kT)")
print("all assertions hold")
```

Printed output:

```
capacitance C = 0.50 fF, temperature T = 0.080 K
G_L = 2.00 uS, G_R = 2.00 uS, G_s = 1.00 uS
u = e^2/2C = 160.22 ueV; u/kT = 23.241
kT = 6.894 ueV; k/2e = 43.087 uV/K
a = hbar(G_L+G_R)/e^2 = 0.01643; a*u/kT = 0.382
ideal sawtooth amplitude e/(4CT) = 1001.4 uV/K
rounded sequential maximum |S| = 878.1 uV/K
closed estimate of that maximum = 882.4 uV/K
columns: n_g, Ep/kT, Em/kT, G_seq (nS), G_co (nS),
         S_seq, S_co, S_total (uV/K)
0.05  20.92  25.56 1.744e-05 1.345e-01  -878.05   -6.95    -7.07
0.10  18.59  27.89 1.566e-04 1.443e-01  -800.81  -14.69   -15.54
0.15  16.27  30.21 1.400e-03 1.636e-01  -700.95  -24.38   -30.12
0.20  13.94  32.54 1.226e-02 1.991e-01  -600.82  -37.79   -70.45
0.25  11.62  34.86 1.044e-01 2.677e-01  -500.68  -55.48  -180.37
0.30   9.30  37.18 8.531e-01 4.088e-01  -400.54  -67.94  -292.79
0.35   6.97  39.51 6.537e+00 6.672e-01  -300.41  -44.32  -276.69
leading formulas at n_g=0.10: S_co = -12.20 uV/K, G_co = 1.383e-01 nS
G_seq = G_co at Ep/kT = 10.35
leading-order crossover with Em kept: Ep/kT = 10.64
logarithmic estimate without Em: Ep/kT = 11.35
maximum total |S| = 300.6 uV/K at Ep/kT = 8.55
ratio to e/(4CT) = 0.300
u doubled: e/(4CT) = 2002.7 uV/K, maximum total |S| = 311.4 uV/K at Ep/kT = 8.82
u doubled, G_L and G_R / 100: maximum total |S| = 544.9 uV/K at Ep/kT = 13.87
master equation test: S = -0.447984 k/e (island cold), -0.447984 k/e (island hot)
formula for the same case: S = -0.447984 k/e
pole test: broadened remainder 0.22775, finite part 0.22809 (units of kT)
all assertions hold
```
